# Two atoms sharing a detuned cavity mode: exchange, swap time, error

**Question**

Two identical atoms sit in a lossless cavity. Each couples with the same real strength \(g\) to one mode, and the mode is detuned from the atoms by much more than \(g\). Initially atom 1 is excited, atom 2 is in its ground state and the mode is empty.

I want to eliminate the mode and obtain the direct coupling between the atoms, then the time at which the excitation has moved to atom 2. I tried setting the time derivative of the photon amplitude to zero. That forces a nonzero photon amplitude at \(t=0\), although the mode starts empty, so I do not trust it.

I also integrated the full problem of two atoms and one mode. The population missing from atom 2 at the predicted swap time changes by a large factor when I alter the detuning by one per cent. What are the coupling and the swap time, how large is the error, and why is it so erratic?

**Answer**

**The Hamiltonian**

Set \(\hbar=1\), let \(\omega_a\) and \(\omega_c\) be the atomic and mode frequencies, and define \(\Delta=\omega_a-\omega_c\). I make the rotating-wave approximation, which requires at least that \(g\) and \(|\Delta|\) be much smaller than \(\omega_a\) and \(\omega_c\); the last section gives the stricter condition that the small error estimates need. The number of excitations (photons plus excited atoms) is then conserved. Subtracting \(\omega_a\) times this number changes no population and leaves

\[
H=H_0+V,\qquad H_0=-\Delta\,a^\dagger a,\qquad V=g\,(aS^++a^\dagger S^-),
\]

with \(S^\pm=\sigma_1^\pm+\sigma_2^\pm\). In this frame an atomic excitation has energy zero and a photon has energy \(-\Delta\).

**Eliminating the mode**

A unitary transformation \(e^{G}He^{-G}\) can remove the coupling to first order in \(g\). The expansion is

\[
e^GHe^{-G}=H_0+V+[G,H_0]+[G,V]+\tfrac12[G,[G,H_0]]+\dots
\]

The first-order terms cancel if \([G,H_0]=-V\). Since \([a,a^\dagger a]=a\) and \([a^\dagger,a^\dagger a]=-a^\dagger\),

\[
[aS^+,H_0]=-\Delta\,aS^+,\qquad [a^\dagger S^-,H_0]=+\Delta\,a^\dagger S^- .
\]

The required generator is therefore

\[
G=\frac g\Delta\,(aS^+-a^\dagger S^-).
\]

With this choice \(\tfrac12[G,[G,H_0]]=-\tfrac12[G,V]\), so the second-order part is \(\tfrac12[G,V]\). Write \(X=aS^+\). Then \([X-X^\dagger,X+X^\dagger]=2[X,X^\dagger]\), and

\[
\tfrac12[G,V]=\frac{g^2}{\Delta}[X,X^\dagger]
=\frac{g^2}{\Delta}\left[(a^\dagger a+1)S^+S^--a^\dagger a\,S^-S^+\right].
\]

Because \([S^+,S^-]=\sigma_1^z+\sigma_2^z\), this becomes

\[
\tfrac12[G,V]=J\left[\sigma_1^+\sigma_2^-+\sigma_2^+\sigma_1^-+\sum_i\sigma_i^+\sigma_i^-+a^\dagger a\,(\sigma_1^z+\sigma_2^z)\right],
\qquad J=\frac{g^2}{\Delta}.
\]

The neglected terms are of order \(g^3/\Delta^2\) at fixed photon number. The first two terms in the bracket are the exchange you want; the others shift levels.

Second-order perturbation theory gives the same coupling. Atom 1 emits a virtual photon and atom 2 absorbs it. The intermediate state has energy \(-\Delta\), so the amplitude is \(g\cdot g/[0-(-\Delta)]=g^2/\Delta\).

**The swap time**

The transformed Hamiltonian acts on the transformed state \(e^G|\psi\rangle\), and \(e^G|e,g,0\rangle=|e,g,0\rangle-(g/\Delta)|g,g,1\rangle+\dots\). The effective model drops this admixture and identifies transformed with bare states, which costs population errors of order \(g^2/\Delta^2\); they are computed exactly below. With the mode empty, the effective Hamiltonian in the basis \(|e,g,0\rangle,\ |g,e,0\rangle\) is

\[
H_{\rm eff}=J\begin{pmatrix}1&1\\1&1\end{pmatrix}.
\]

Its symmetric eigenstate has energy \(2J\) and its antisymmetric one has energy zero. The initial state is their equal superposition, so the amplitude on atom 2 is

\[
c_2(t)=\tfrac12\left(e^{-2iJt}-1\right)=-i\,e^{-iJt}\sin Jt,
\qquad P_2=\sin^2Jt .
\]

The first complete transfer occurs at

\[
T_0=\frac{\pi}{2|J|}=\frac{\pi|\Delta|}{2g^2}.
\]

**Exact dynamics of the atoms and the mode**

With one excitation there are three states. The antisymmetric combination \(|D\rangle=(|e,g,0\rangle-|g,e,0\rangle)/\sqrt2\) satisfies \(V|D\rangle=0\) and stays at energy zero. The symmetric combination \(|B\rangle\) couples to \(|g,g,1\rangle\) with strength \(\sqrt2\,g\), because \(V|g,g,1\rangle=g(|e,g,0\rangle+|g,e,0\rangle)=\sqrt2\,g|B\rangle\). In the basis \(|B\rangle,\ |g,g,1\rangle\),

\[
H=\begin{pmatrix}0&\sqrt2 g\\ \sqrt2 g&-\Delta\end{pmatrix}
=-\frac\Delta2+M,\qquad
M=\begin{pmatrix}\Delta/2&\sqrt2 g\\ \sqrt2 g&-\Delta/2\end{pmatrix}.
\]

Here \(M^2=\Omega^2/4\) with \(\Omega=\sqrt{\Delta^2+8g^2}\), so

\[
e^{-iMt}=\cos\frac{\Omega t}2-\frac{2i}{\Omega}M\sin\frac{\Omega t}2 .
\]

A system that starts in \(|B\rangle\) is still there with amplitude

\[
b(t)=e^{i\Delta t/2}\left[\cos\frac{\Omega t}{2}-i\frac{\Delta}{\Omega}\sin\frac{\Omega t}{2}\right].
\]

The actual initial state is \((|B\rangle+|D\rangle)/\sqrt2\). The atomic amplitudes are therefore \(c_1=(b+1)/2\) and \(c_2=(b-1)/2\), and the populations are

\[
P_1=\frac{|1+b|^2}4,\qquad P_2=\frac{|1-b|^2}4,\qquad
P_{\rm ph}=\frac{4g^2}{\Omega^2}\sin^2\frac{\Omega t}2 .
\]

The last one is half of \((2\sqrt2\,g/\Omega)^2\sin^2(\Omega t/2)\), since only half of the initial population is in \(|B\rangle\). Reversing the sign of \(\Delta\) replaces \(b\) by \(b^*\) and leaves all three populations unchanged, so I take \(\Delta>0\) from here on.

Writing the sine and cosine as exponentials separates the slow and fast motion:

\[
b=e^{-i\lambda t}\left[A+(1-A)e^{i\Omega t}\right],\qquad
\lambda=\frac{\Omega-\Delta}2,\qquad A=\frac12\left(1+\frac\Delta\Omega\right).
\]

Let \(x=g^2/\Delta^2\). Since \(\Omega=\Delta\sqrt{1+8x}\),

\[
\lambda=2J\,(1-2x+8x^2-\dots),\qquad 1-A=2x+O(x^2).
\]

The effective model replaces \(\lambda\) by \(2J\) and omits the fast term.

**What your adiabatic step left out**

The photon amplitude obeys \(i\dot c_{\rm ph}=-\Delta c_{\rm ph}+g(c_1+c_2)\). Setting the derivative to zero gives \(c_{\rm ph}=g(c_1+c_2)/\Delta\). Inserting this into \(i\dot c_1=g\,c_{\rm ph}\) gives the correct \(J\). At \(t=0\), however, it demands \(c_{\rm ph}=g/\Delta\). An initially empty mode must therefore also carry a free oscillation of amplitude about \(-g/\Delta\), which cancels this value at the start. Later the two parts can add to a magnitude of about \(2g/\Delta\), which is a photon population of \(4x\). That oscillation is the source of the erratic error.

**The error at \(T_0\)**

Define the swap error as the population missing from atom 2, \(\varepsilon=1-P_2=P_1+P_{\rm ph}\), and let \(\theta=\Omega T_0\). The photon part is

\[
P_{\rm ph}=\frac{4x}{1+8x}\sin^2\frac\theta2 .
\]

For the part left in atom 1, use \(\lambda T_0=\pi-\delta\) with \(\delta=2\pi x+O(x^2)\). Then \(e^{-i\lambda T_0}=-e^{i\delta}\), and

\[
1+b=1-e^{i\delta}\left[1-(1-A)(1-e^{i\theta})\right]
\simeq-i\delta+2x(1-e^{i\theta})
=2x\left[(1-\cos\theta)-i(\pi+\sin\theta)\right].
\]

Hence, to leading order,

\[
P_1\simeq x^2\left[(1-\cos\theta)^2+(\pi+\sin\theta)^2\right].
\]

The error thus has a first-order part, which depends on the photon phase, and a second-order part. To find the phase, note that \(\Omega=\Delta+2\lambda\) and \(\Delta T_0=\pi/(2x)\). This gives

\[
\frac\theta2=\pi q+\pi-\delta,\qquad q=\frac{\Delta^2}{4g^2}=\frac1{4x}.
\]

- If \(q\) is a half-integer, \(\sin^2(\theta/2)\) is close to one and \(\varepsilon\simeq4x\).
- If \(q\) is an integer, \(P_{\rm ph}\simeq4x\,\delta^2\) is of third order, and \(\varepsilon\simeq\pi^2x^2\).

The second value is also the lowest possible at leading order. For small \(\theta\) (modulo \(2\pi\)) the error is \(x\theta^2+x^2(\pi^2+2\pi\theta)\), up to a \(\theta\)-independent third-order term \(-8\pi^2x^3\) that comes from \(\delta=2\pi x-8\pi x^2+\dots\), and its minimum, at \(\theta=-\pi x\), differs from \(\pi^2x^2\) only in third order.

A small relative change \(\eta\) in \(\Delta\) changes \(q\) by about \(2q\eta=\eta/(2x)\). For \(x=0.01\) and \(\eta=0.01\) this is one half. Starting from an integer or half-integer \(q\), that takes the error from one end of its range to the other; to leading order in \(x\), the change from other starting values is smaller.

**Correcting the rate is not enough**

It is tempting to wait for \(T_1=\pi/\lambda\), which uses the exact slow frequency. At that time \(b=-[A+(1-A)e^{i\theta_1}]\) with \(\theta_1=\Omega T_1\), so

\[
P_2=\frac{(1+A)^2+(1-A)^2+2(1-A^2)\cos\theta_1}4,
\qquad
\varepsilon(T_1)=(1-A^2)\sin^2\frac{\theta_1}2 .
\]

Since \(1-A^2\le2(1-A)=1-(1+8x)^{-1/2}\le4x\), the error is at most \(4x\), but it can still be of first order. Moreover, \((\Omega-\Delta)(\Omega+\Delta)=8g^2\) gives \(T_1=\pi(\Omega+\Delta)/(4g^2)\), and therefore

\[
T_1-T_0=\frac{\pi(\Omega-\Delta)}{4g^2}=\frac{2\pi}{\Omega+\Delta}.
\]

For \(x\ll1\) this is close to half a photon period, \(\pi/\Omega\). If the mode is nearly empty at \(T_0\), it is near its maximum population at \(T_1\), and the reverse.

**Stopping when the mode is empty**

The photon population vanishes at \(t_m=2\pi m/\Omega\) for integer \(m\). There \(b=e^{-i\lambda t_m}\), and what remains is

\[
\varepsilon(t_m)=\cos^2\frac{\lambda t_m}2=\sin^2\frac{\lambda(t_m-T_1)}2 ,
\]

because \(\lambda T_1/2=\pi/2\). The \(t_m\) nearest to \(T_1\) is at most \(\pi/\Omega\) away. Using \(\lambda=4g^2/(\Omega+\Delta)\le2x\Delta\) and \(\Omega\ge\Delta\),

\[
\varepsilon(t_m)\le\sin^2\frac{\pi\lambda}{2\Omega}\le\pi^2x^2 .
\]

The error vanishes within this model if \(t_m=T_1\). Then \(\lambda t=\pi\) and \(\Omega t=2\pi m\), so \(\Delta t=\Omega t-2\lambda t=2\pi(m-1)\). With \(k=m-1\ge1\), \(\Omega/\Delta=(k+1)/k\), and squaring gives \(8g^2/\Delta^2=(2k+1)/k^2\), or

\[
\frac\Delta g=k\sqrt{\frac8{2k+1}},\qquad t=\frac{2\pi k}\Delta .
\]

A perfect swap does not by itself show that the mode was only virtually excited. For \(k=1\), \(\Delta/g=\sqrt{8/3}\) and the photon population reaches \(4g^2/\Omega^2=3/8\) on the way, so the elimination is not justified there.

**Numbers**

Take \(g/2\pi=50\) MHz and \(\Delta/2\pi=500\) MHz as round model values. Then \(x=(50/500)^2=0.01\), and

\[
\frac J{2\pi}=\frac{50^2}{500}=5\ \text{MHz},\qquad
T_0=\frac1{4\times5\ \text{MHz}}=50\ \text{ns},\qquad
q=\frac{500^2}{4\times50^2}=25 .
\]

This is an integer, the favourable case. Now raise the detuning to 505 MHz. The effective model hardly notices: \(J/2\pi=4.95\) MHz and \(T_0=50.5\) ns. But \(q=25.50\), the unfavourable case. The exact results are:

| Quantity | 500 MHz | 505 MHz |
|---|---|---|
| \(P_1\) at \(T_0\) | 0.00085 | 0.0012 |
| \(P_{\rm ph}\) at \(T_0\) | 0.00014 | 0.0363 |
| error at \(T_0\) | 0.00098 | 0.0375 |
| \(T_1\) | 50.98 ns | 51.47 ns |
| error at \(T_1\) | 0.037 | 0.000017 |
| \(t_m\) nearest \(T_1\) | 50.04 ns | 51.48 ns |
| error at \(t_m\) | 0.00085 | \(1.6\times10^{-7}\) |

At 500 MHz the error at \(T_0\) is close to \(\pi^2x^2=0.00099\). At 505 MHz it is close to \(4x=0.039\), and almost all of it is in the photon. Waiting for \(T_1\) spoils the first swap and repairs the second.

For the empty-mode time at 500 MHz, \(\Omega/2\pi=\sqrt{500^2+8\times50^2}=519.6\) MHz, and 26 photon cycles take \(26/(519.6\ \text{MHz})=50.04\) ns. At 505 MHz, the time of 27 cycles almost coincides with \(T_1\), which is why the error there is so far below the bound. The perfect-swap condition with \(k=25\) gives \(\Delta/2\pi=495.07\) MHz and a swap time of 50.50 ns.

**Where these error estimates apply**

They refer to populations at a definite instant with constant \(g\). To keep those populations by switching the coupling off, you must switch in a time short compared with \(1/\Delta\); a slower ramp needs its own calculation. Photon loss, atomic decay, unequal atoms and an initially occupied mode are also outside the error formulas. So are the counter-rotating terms. They open a second exchange path through \(|e,e,1\rangle\), which lies \(\omega_a+\omega_c\) above the initial state, so that \(J=g^2/\Delta-g^2/(\omega_a+\omega_c)\). The relative shift \(r=\Delta/(\omega_a+\omega_c)\) adds to the rate correction \(2x\), and for integer \(q\) the error at \(T_0\) becomes about \((\pi/2)^2(2x+r)^2\). The second-order results (the value \(\pi^2x^2\), the bound at \(t_m\) and the perfect-swap condition) therefore need \(|r|\ll x\). For the 500 MHz example with \(\omega_a/2\pi=5\) GHz, \(r=500/9500=0.053\) and this estimate gives 0.013 instead of 0.00099. The first-order value \(4x\) is affected too unless \((\pi/2)^2(2x+r)^2\ll4x\). At 505 MHz the same term, about 0.013, adds to the photon population of 0.036 and raises the error at \(T_0\) to about 0.049, above \(4x=0.039\). The numerical check below leaves out the counter-rotating terms. It compares the populations and swap errors derived in the earlier sections with diagonalization of the rotating-wave Hamiltonian \(H\) of the atoms and the mode.

## Values computed for the example and the checks

```
coupling g/2pi = 50.0 MHz
--- detuning Delta/2pi = 500.0 MHz
x = g^2/Delta^2 = 0.010000
Delta^2/(4 g^2) = 25.0000
exchange J/2pi = 5.00000 MHz
exact exchange rate/2pi = 4.90381 MHz
Omega/2pi = 519.6152 MHz
effective swap time T0 = 50.0000 ns
photon cycles Omega*T0/2pi = 25.9808
atom 2 population at T0 = 0.999020
atom 1 population at T0 = 0.000845
photon population at T0 = 0.000135
swap error at T0 = 0.000980
first-order ceiling 4x = 0.040000
slow-rate time T1 = 50.9808 ns
T1 - T0 = 0.9808 ns
swap error at T1 = 0.037359
empty-mode cycle number m = 26
empty-mode time t_m = 50.0370 ns
swap error at t_m = 8.453e-04
bound pi^2 x^2 = 9.870e-04
--- detuning Delta/2pi = 505.0 MHz
x = g^2/Delta^2 = 0.009803
Delta^2/(4 g^2) = 25.5025
exchange J/2pi = 4.95050 MHz
exact exchange rate/2pi = 4.85707 MHz
Omega/2pi = 524.4283 MHz
effective swap time T0 = 50.5000 ns
photon cycles Omega*T0/2pi = 26.4836
atom 2 population at T0 = 0.962491
atom 1 population at T0 = 0.001245
photon population at T0 = 0.036264
swap error at T0 = 0.037509
first-order ceiling 4x = 0.039212
slow-rate time T1 = 51.4714 ns
T1 - T0 = 0.9714 ns
swap error at T1 = 0.000017
empty-mode cycle number m = 27
empty-mode time t_m = 51.4846 ns
swap error at t_m = 1.629e-07
bound pi^2 x^2 = 9.484e-04
--- perfect swap, k = 25
detuning Delta/2pi = 495.0738 MHz
ratio Delta/g = 9.90148
swap time = 50.4975 ns
effective T0 there = 49.5074 ns
```
